# The vector Babinet principle for slots and strips in thin conductors

A metal film with a narrow slot lies on a resist and is illuminated from the other side. At certain wavelengths the slot passes far more light than its area suggests, and the field just beneath it is much stronger than the incident field, which can be used to write a pattern. To design such a mask one needs the resonant wavelength, the polarization that excites it and the field in the resist. The currents on a metal strip of the slot's shape supply all three, provided that the film can be treated as a thin perfect conductor with the same medium on both sides.

## 1. Setting and statement

The screen is an infinitely thin, perfectly conducting sheet in the plane $z=0$, with metal on the region $M$ and openings on the region $A$. The complementary screen has metal on $A$ and openings on $M$. If $A$ is one slot, the complement is one strip. Both screens lie in the same homogeneous, lossless medium with constants $\varepsilon,\mu$ and impedance $\eta=\sqrt{\mu/\varepsilon}$. Sources are in $z<0$, and fields vary as $e^{-i\omega t}$:

$$\nabla\times\mathbf E=i\omega\mu\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon\mathbf E. \tag{1}$$

The superscript $i$ marks the incident field, which is the field of the sources with the screen removed; $s$ marks the field radiated by the currents on the metal; the subscript $c$ marks the complementary problem. Let the complementary screen be illuminated by

$$\mathbf E_c^i=\eta\mathbf H^i,\qquad \mathbf H_c^i=-\mathbf E^i/\eta. \tag{2}$$

A plane wave along $+z$ has $\eta\mathbf H^i=\hat z\times\mathbf E^i$, so (2) turns its polarization by ninety degrees. The claim is that for $z>0$

$$\mathbf E-\eta\mathbf H_c=\mathbf E^i,\qquad \mathbf H+\mathbf E_c/\eta=\mathbf H^i, \tag{3}$$

or equivalently

$$\mathbf E=\eta\mathbf H_c^s,\qquad \mathbf H=-\mathbf E_c^s/\eta . \tag{4}$$

The slot's transmitted field is thus the dual of the field *scattered* by the strip. The two forms agree because $\mathbf H_c=\mathbf H_c^i+\mathbf H_c^s$ and $-\eta\mathbf H_c^i=\mathbf E^i$. The first of (3) then reads $\mathbf E+\mathbf E^i-\eta\mathbf H_c^s=\mathbf E^i$, and the second follows in the same way from $\mathbf E_c^i/\eta=\mathbf H^i$.

## 2. Derivation

**Duality.** Set $\mathbf E'=\eta\mathbf H$ and $\mathbf H'=-\mathbf E/\eta$. Since $\varepsilon\eta=\mu/\eta$,

$$\nabla\times\mathbf E'=-i\omega\varepsilon\eta\,\mathbf E=-i\omega\mu\,\mathbf E/\eta=i\omega\mu\mathbf H',$$
$$\nabla\times\mathbf H'=-i\omega\mu\mathbf H/\eta=-i\omega\varepsilon\eta\mathbf H=-i\omega\varepsilon\mathbf E'.$$

The primed field therefore obeys (1). Applying the map twice gives $\mathbf E''=\eta\mathbf H'=-\mathbf E$, so the inverse map is $\mathbf E=-\eta\mathbf H'$, $\mathbf H=\mathbf E'/\eta$. This is the origin of the signs in (3).

**Mirror parity.** Currents in the plane produce a vector potential $\mathbf A$ that is parallel to the plane and even in $z$. The tangential part of $\mathbf H=\nabla\times\mathbf A/\mu$ contains $\partial_z\mathbf A$ and is odd. The tangential electric field contains $\mathbf A$ and the in-plane gradient of its divergence, and is even. In an opening there is no current, so tangential $\mathbf H^s$ is continuous there; being odd, it vanishes. Hence

$$\mathbf H_{\tan}=\mathbf H^i_{\tan}\quad\text{in every opening.} \tag{5}$$

This step needs the same medium on both sides.

**Boundary values.** Define, in $z>0$, $\mathbf F=\mathbf E-\eta\mathbf H_c$ and $\mathbf G=\mathbf H+\mathbf E_c/\eta$. By duality and linearity they satisfy (1).

- On $M$, the first screen is metal, so $\mathbf E_{\tan}=0$. The second is open, so (5) gives $\mathbf H_{c,\tan}=\mathbf H^i_{c,\tan}$. Therefore $\mathbf F_{\tan}=-\eta\mathbf H^i_{c,\tan}=\mathbf E^i_{\tan}$.
- On $A$, the first screen is open, so $\mathbf H_{\tan}=\mathbf H^i_{\tan}$. The second is metal, so $\mathbf E_{c,\tan}=0$. Therefore $\mathbf G_{\tan}=\mathbf H^i_{\tan}$.

**Uniqueness.** Let $\mathbf D=\mathbf F-\mathbf E^i$ and $\mathbf B=\mathbf G-\mathbf H^i$. Then $\mathbf D=\mathbf E-\eta\mathbf H_c^s$, which is outgoing: there are no sources in $z>0$, and the strip's scattered field is outgoing as well. At every point of the plane either $\mathbf D_{\tan}$ or $\mathbf B_{\tan}$ vanishes, so

$$\tfrac12\,\mathrm{Re}\int_{z=0}(\mathbf D\times\mathbf B^*)\cdot\hat z\,dx\,dy=0 .$$

The condition of finite field energy near the edges excludes a hidden source there. For one bounded slot, zero power means zero far-field amplitude, and an outgoing field without far-field amplitude vanishes. This proves (3).

For a periodic array, zero power removes only the propagating orders, and a trapped evanescent mode could survive at isolated frequencies. A small loss in the medium settles this. The map still holds with complex $\varepsilon$, and any nonzero difference field would dissipate power that the plane does not supply. Equation (3) then follows in the limit of vanishing loss, wherever the two solutions have a limit.

**The illuminated side.** Let $\mathbf E^r,\mathbf H^r$ be the reflection from an unbroken metal plane. For $z<0$,

$$\mathbf E=\mathbf E^i+\mathbf E^r-\eta\mathbf H_c^s,\qquad \mathbf H=\mathbf H^i+\mathbf H^r+\mathbf E_c^s/\eta .$$

The fields join correctly in the slot. There $\mathbf E^i+\mathbf E^r$ has no tangential part, and the sign change compensates the oddness of $\mathbf H^s_{c,\tan}$. For the magnetic field, $\mathbf H^i+\mathbf H^r$ contributes $2\mathbf H^i_{\tan}$ and $\mathbf E^s_{c}/\eta$ contributes $-\mathbf E^i_{c,\tan}/\eta=-\mathbf H^i_{\tan}$. The sum $\mathbf H^i_{\tan}$ agrees with (5).

## 3. What "resonates like" means

A resonance is an outgoing solution without incident field, at a complex frequency. Take such a solution for the slotted screen and define

$$\mathbf E_c=\mp\eta\mathbf H,\qquad \mathbf H_c=\pm\mathbf E/\eta\qquad(z\gtrless0).$$

Tangential $\mathbf H$ is odd, so tangential $\mathbf E_c$ is continuous. On $A$, $\mathbf H_{\tan}=0$ gives $\mathbf E_{c,\tan}=0$, as the strip's metal requires. On $M$, $\mathbf E_{\tan}=0$ gives $\mathbf H_{c,\tan}=0$ on both sides, so no current flows there. The result is a resonance of the strip at the same complex frequency. The construction can be reversed, so the two sets of frequencies coincide, including their linewidths.

A strip along $x$ has its lengthwise current driven by $\mathbf E_c^i$ along $x$. By (2) the matching slot needs $\mathbf E^i$ along $y$, across its narrow width.

**Power through one slot.** From (4), $\mathbf E\times\mathbf H^*=-\mathbf H_c^s\times\mathbf E_c^{s*}=\mathbf E_c^{s*}\times\mathbf H_c^s$, whose real part is that of $\mathbf E_c^s\times\mathbf H_c^{s*}$. The power sent into $z>0$ by the slot equals the power scattered there by the strip, which by mirror symmetry is half of the strip's total. The incident intensities are equal, so the cross sections obey

$$\sigma_{\text{slot, transmitted}}=\tfrac12\,\sigma_{\text{strip, scattered}} .$$

**Short slots.** At normal incidence with $\mathbf E_c^i$ along $x$, a strip much shorter than the wavelength acquires a dipole moment $\varepsilon\alpha E_c^i$, with $\alpha$ its static polarizability volume along $x$. Dipole radiation gives $\sigma_{\text{strip}}=k^4\alpha^2/6\pi$ with $k=\omega\sqrt{\varepsilon\mu}$, hence $\sigma_{\text{slot}}=k^4\alpha^2/12\pi$. Since $\alpha$ scales as the cube of the size, a slot well below its first resonance transmits very little.

## 4. Arrays: transmission and near field

Consider a square array of period $p$ at normal incidence, with rectangular slots aligned to the axes. Let the incident field point along $x$ or $y$; the mirror symmetries of the array then ensure that the zero order keeps its polarization. If $p$ is smaller than the wavelength in the medium, the zero order alone propagates. Write its transmitted fields as $t\,\mathbf E^i$ for the slots and $t_c\mathbf E_c^i$ for the strips. For a wave along $+z$,

$$\eta\mathbf H_c=\hat z\times t_c\mathbf E_c^i=t_c\,\hat z\times(\hat z\times\mathbf E^i)=-t_c\mathbf E^i .$$

Inserting this in (3) gives

$$t+t_c=1 . \tag{6}$$

The strip's scattered tangential field is even in $z$, so its reflection amplitude is $r_c=t_c-1=-t$. Therefore

$$T_{\text{slot}}=|t|^2=|r_c|^2=R_{\text{strip}} .$$

Slot transmission corresponds to strip reflection. The same parity gives $r=t-1$ for the slots, and power conservation requires

$$|t|^2+|t-1|^2=1\;\Rightarrow\;|t|^2=\mathrm{Re}\,t\;\Rightarrow\;|t-\tfrac12|=\tfrac12 .$$

The amplitude moves on a circle through 0 and 1. In the numbers below, the resonant wavelength is the one where $t=1$. This real wavelength is related to the complex frequency of section 3 but is not identical to its real part.

For the near field, let $\mathbf J_c$ be the strip's surface current, summed over both faces. The jump condition $\hat z\times(\mathbf H^+-\mathbf H^-)=\mathbf J_c$ and the odd parity give $\hat z\times\mathbf H_c^{s+}=\mathbf J_c/2$. A further product with $\hat z$ gives $\mathbf H^{s+}_{c,\tan}=-\hat z\times\mathbf J_c/2$. By (4), the slot field in the plane is $\mathbf E_{\tan}=-\eta\,\hat z\times\mathbf J_c/2$.

For $\mathbf E^i=\hat y$, (2) gives $\mathbf E_c^i=-\hat x$. Let $J_x$ be the $x$ component of the current for unit incidence along $+\hat x$; then $J_{c,x}=-J_x$ and $E_y=\eta J_x/2$. With Fourier coefficients $J_{mn}$ of $J_x$,

$$E_y(x,y,z)=\frac{\eta}{2}\sum_{m,n}J_{mn}\,e^{2\pi i(mx+ny)/p+ik_{mn}z},\qquad k_{mn}=\sqrt{k^2-(2\pi/p)^2(m^2+n^2)}, \tag{7}$$

where the root is positive for a propagating order and positive imaginary for an evanescent one.

To implement this, solve the strip array for $J_x$ with the electric field along the strips, take $t=\eta J_{00}/2$, and use (7) for the exposure field. The unknowns then cover the small strip instead of the large screen.

## 5. Numerical comparison

The slot has length $0.625\,p$ and width $0.125\,p$. The slotted screen and the strip array were solved separately, each for the electric currents on its own metal, so relation (6) was not built into either solution. With 48 grid cells per period, the ratio of resonant wavelength to period is 1.3862 for the slots and 1.3711 for the strips. With 32 cells the values are 1.3916 and 1.3690. Removing the error linear in cell size gives

$$3(1.3862)-2(1.3916)=1.3754$$

for the slots and the same value to four decimals for the strips. Extrapolating from 16 and 32 cells instead gives about 1.374 for both, so an uncertainty near 0.1 % is realistic and the closer agreement is partly fortuitous. With the edge singularity built into the basis functions the ratio converges to 1.377, which is 0.1 % above the extrapolated value and would change the period of section 6 from 5.32 to 5.31 µm.

At resonance, $|t+t_c-1|$ is 0.194 with 32 cells, 0.131 with 48 and 0.011 after extrapolation. The first two are in the ratio 0.68, close to the 2/3 expected of a linear grid error. At 1.2 times the resonant wavelength, both $T_{\text{slot}}$ and $R_{\text{strip}}$ are 0.194; at 1.6 times they are 0.038. The extrapolated $T_{\text{slot}}$ at resonance is 1.02, slightly above the physical limit, because extrapolating a complex amplitude does not keep it on the circle.

Two further tests concern polarization. With the field along the slots, $T_{\text{slot}}$ falls to 0.0004 at the same wavelength. If the polarization is left unrotated, with the field along $x$ in both problems, $|t+t_c-1|$ is 0.998, so (6) fails completely.

## 6. A mask for the 10.6 µm laser line

The example is a gold slot array between a barium fluoride plate and a polymer resist, exposed by a CO2 laser. Both media are first given the index 1.45. Scale invariance fixes the period:

$$p=\frac{10.6\ \mu\text m}{1.45\times1.3754}=5.32\ \mu\text m .$$

The slots are 3.32 µm long and 0.66 µm wide. Half a wavelength in the medium is 3.66 µm, so the resonant slot is about 9 % shorter than the half-wave estimate. The wavelength in the medium, 7.31 µm, exceeds the period, so the zero order alone propagates.

The openings cover 7.8 % of the area, yet the ideal array transmits all the power at resonance. At a depth of 0.27 µm below the slot centre, $|E_y|$ is 9.03 times the incident field from the screen currents and 8.91 times from the strip currents through (7). The intensity, meaning $|\mathbf E|^2$ relative to the incident wave, is therefore about 80; the other field components vanish at this point by symmetry. Midway between neighbouring slots in the $y$ direction it is about 0.055.

This contrast is confined to the near field. The slowest evanescent orders in (7) decay in amplitude over

$$\left[(2\pi/5.32)^2-(2\pi/7.31)^2\right]^{-1/2}\mu\text m\approx1.2\ \mu\text m ,$$

and far below the mask the uniform zero order remains.

## 7. Where real masks depart from the model

The indices, the gold parameters and the resist absorption used here are rough typical values. The comparisons hold the period fixed at 5.25 µm, which places the ideal resonance at 10.6 µm on the 32-cell grid used for them. The quantity compared is the power entering the resist side, as a fraction of the incident power. Finer resolution, with the period matched again to the ideal resonance, changes the second decimal in several cases; the larger shifts are given below.

- **Finite conductivity.** On the 32-cell grid, a 60 nm gold film reduces the power at 10.6 µm from 1.00 to 0.70 and moves the peak to 10.96 µm, where it reaches 0.77. These values are not converged, because the current is strongest near the slot edges and cells of 0.16 µm resolve it poorly there. With the edges better resolved, the power at 10.6 µm is about 0.62 and the peak is about 0.74, near 11.07 µm. Here the metal obeys $\mathbf E_{\tan}=Z_s\mathbf J$ instead of $\mathbf E_{\tan}=0$, which removes the boundary value used on $M$. This sheet relation takes the tangential electric field to be equal on both faces and so slightly underestimates the loss: for the unslotted film it gives an absorption of 1.7 % instead of 2.3 %. Direct leakage through the unslotted film is only $5\times10^{-5}$. These numbers use a Drude model with plasma energy 9.0 eV and damping 0.07 eV, and they depend on film quality: with the edges resolved, 8.5 eV and 0.047 eV give a power of 0.64 at 10.6 µm, and a damping of 0.027 eV with plasma energy 9.0 eV gives 0.72 and about halves the absorption in the gold.
- **Unequal media.** Indices of 1.40 and 1.50 leave the power at 0.999 and the peak at 10.62 µm. If the resist loses contact and air fills the space behind the mask, the power at 10.6 µm drops to 0.29 (about 0.27 with finer resolution) and the peak moves to 9.30 µm.
- **Resist absorption.** An index of $1.45+0.05i$ gives 0.97.
- **Substrate.** A 1 µm resist film on silicon of index 3.4 gives 0.93 (0.92 with finer resolution). Higher orders propagate in the silicon. Relation (6) does not apply, because the two sides of the mask differ.

Gold, unequal indices, absorption and silicon together give 0.68 on the 32-cell grid and about 0.64 with finer resolution. For a mask in good contact, finite conductivity is thus the largest of the computed corrections, and the period should be retuned for it. With the gold sheet included, the near-field intensity of 80 falls to about 50 at the fixed period, nearly in proportion to the power.

The film thickness is 9 % of the slot width, and its effect is small in a perfect conductor. With 60 nm thickness and index 1.45 inside the slots, the peak moves down by roughly 0.1 µm, the power at the original resonance falls by 2 to 3 %, and the field 0.27 µm below the lower face rises by about 5 %. A gold film of finite thickness with slots was not solved.

Finite beam size, heating and the resist's chemical response are also outside the model. Heating matters for writing, because a photon at 10.6 µm carries only 0.12 eV and the resist would be changed by heat rather than by single-photon chemistry. With a typical polymer diffusivity of $10^{-7}$ m²/s, the diffusion length $\sqrt{4Dt}$, with $D$ this diffusivity, is about 0.6 µm after 1 µs, so long exposures would blur the near-field pattern. The gold is a heat source too. In the sheet model, with resist filling the space behind the mask, it absorbs 15 to 20 % of the incident power at 10.6 µm; with the resist film on silicon it absorbs about 13 % for a lossless resist and about 9 % in the combined case with the absorbing resist. In the first case, with the resist absorption assumed above, the heat released in the gold is comparable to that released in the first half micrometre of resist. Since metal also spreads heat much faster than a polymer does, the temperature pattern need not follow the optical near field. At visible and ultraviolet wavelengths, field penetration becomes comparable with the width of a half-wave slot of this shape, and the perfect-conductor relation should not be used there without a solution that includes the real metal.

The numerical output below lists the values for each grid and each case; the converged resonance of section 5 and the finer-resolution values, the values for other gold parameters, the finite-thickness values, the near-field intensity with gold and the absorption in the gold quoted in section 7 are not part of it.

## Computed values

```
N=16: resonance wavelength/period slot 1.4089, strip 1.3641
N=32: resonance wavelength/period slot 1.3916, strip 1.3690
N=48: resonance wavelength/period slot 1.3862, strip 1.3711
extrapolated: slot 1.3754, strip 1.3754, difference 0.00 %
wavelength/resonance 1.0: T_slot 1.022, R_strip 1.005
  |t_slot+t_strip-1| N=32, 48, extrapolated: 0.1937, 0.1313, 0.0108
wavelength/resonance 1.2: T_slot 0.194, R_strip 0.194
  |t_slot+t_strip-1| N=32, 48, extrapolated: 0.0777, 0.0515, 0.0016
wavelength/resonance 1.6: T_slot 0.038, R_strip 0.038
  |t_slot+t_strip-1| N=32, 48, extrapolated: 0.0275, 0.0183, 0.0002
E along slot, at resonance: T_slot 0.000394
other rotated pair |sum-1|: 0.0001
unrotated control |sum-1|: 0.998
depth 0.05, x=0.0, y=0.0 periods: |E_slot| 9.028, |eta H_strip| 8.914
depth 0.05, x=0.2, y=0.0 periods: |E_slot| 5.804, |eta H_strip| 5.726
depth 0.05, x=0.0, y=0.5 periods: |E_slot| 0.236, |eta H_strip| 0.234
laser wavelength 10.6 um, common index 1.45
period 5.315 um; wavelength in medium 7.310 um
slot length 3.322 um, width 0.664 um
half wavelength in medium 3.655 um
open area fraction 0.0781
depth of field points 0.266 um
intensity/incident under slot 81.50, between slots 0.0559
gold: plasma energy 9.0 eV, damping 0.07 eV, film 60 nm
gold field penetration depth 24.6 nm
transmission of unslotted film 4.90e-05
film thickness/slot width 0.090, phase across film 0.0516 rad
period used for the N=32 comparisons 5.253 um
power fraction into resist side at 10.6 um, and peak wavelength:
  ideal: 1.000, peak 10.60 um (1.000)
  gold film: 0.695, peak 10.96 um (0.771)
  indices 1.40/1.50: 0.999, peak 10.62 um (0.999)
  resist index 1.45+0.05i: 0.972, peak 10.58 um (0.972)
  air instead of resist: 0.288, peak 9.30 um (0.966)
  1 um resist on silicon (3.4): 0.934
  gold, 1.40, 1 um of 1.50+0.05i, silicon: 0.679
```
